How a Tenth of a Kelvin Deforms a Low-Expansion EUV Mirror

Without an estimate of thermal expansion, a temperature tolerance for an extreme-ultraviolet (EUV) mirror is a guess. If the tolerance is too loose, the mirror surface moves by a noticeable part of the 13.5 nm wavelength; if it is too tight, effort goes into removing a harmless change. The choice of glass matters as much as the tolerance. A 50 mm thick substrate with an expansion coefficient of 500 parts per billion per kelvin (ppb/K), roughly that of pure silica glass, thickens by 2.50 nm when it warms by 0.1 K. With 5 ppb/K it thickens by a hundredth of that. There is a second way to go wrong, which is to take this small figure as the answer for every temperature change of 0.1 K, including one that differs from place to place in the glass.

**The estimate**

Let L be the thickness, α the linear expansion coefficient and ΔT the uniform temperature rise. The fractional growth of every length is

αΔT = (5 × 10⁻⁹ K⁻¹)(0.1 K) = 5 × 10⁻¹⁰.

The thickness is 50 mm = 5 × 10⁷ nm, so the substrate thickens by

ΔL = αLΔT = (5 × 10⁻¹⁰)(5 × 10⁷ nm) = 0.025 nm.

This is the change in the distance between the two faces. If the mount holds the back face, the front face moves by the full 0.025 nm. If it holds the mid-plane, each face moves by half, 0.0125 nm.

**From the definition of α to the thickening**

The expansion coefficient is defined by dL/dT = α(T)L. Let t be the temperature rise above the starting point, and let α change linearly, α(t) = α + st. Dividing by L and integrating from t = 0 to ΔT gives

ln[(L + ΔL)/L] = αΔT + sΔT²/2.

The right side is of order 10⁻⁹ or less, so the logarithm may be replaced by ΔL/L, with a relative error of the same tiny order. Hence

ΔL = αLΔT + sLΔT²/2.

For a rough slope s = 1.5 ppb/K², the second term is 0.00038 nm, or 1.5% of the first. The coefficient may be treated as constant over 0.1 K.

This derivation follows one length. To apply it to a solid body, one must ask whether all parts can expand together without pushing on each other. For an isotropic elastic solid with Young's modulus E and Poisson's ratio ν, the strain along z is

ε_z = αT + [σ_z − ν(σ_r + σ_θ)]/E,

and the radial and hoop strains follow by exchanging the labels. Here T is the local temperature rise and σ denotes stress, positive in tension. Set all stresses to zero. Forces then balance everywhere, and free surfaces carry no load, as required. Each strain equals αΔT, which is what results when every point moves away from a fixed origin in proportion to its distance. The pieces fit together, so this is the solution, and E and ν drop out.

The sides must be free for this to hold. Suppose instead that a rigid ring stops the rim from moving outwards but lets it slide along z. Then ε_r = ε_θ = 0, the two in-plane stresses share a value σ, and σ_z = 0. The radial strain equation becomes

0 = αΔT + (1 − ν)σ/E, so σ = −EαΔT/(1 − ν).

The glass is compressed sideways and bulges through its thickness:

ε_z = αΔT − 2νσ/E = αΔT[1 + 2ν/(1 − ν)] = αΔT(1 + ν)/(1 − ν).

With ν = 0.17 the factor is 1.41, and the thickening rises to 0.035 nm. This assumes a ring that does not itself expand; if such a ring yields, its effect is smaller. A metal ring fixed to the rim is a different case: it expands far more than the glass, and can stretch the glass sideways and make it thinner.

**What the light sees**

Let the front face advance by h towards the incoming light, which arrives at angle θ to the normal. Take x along the surface and z along the outward normal. The unit vectors along the incoming and outgoing rays are

d_in = (sin θ, −cos θ), d_out = (sin θ, cos θ).

Measure the path from a fixed plane square to the incoming beam to a fixed plane square to the outgoing beam. If the ray meets the mirror at the point P = (x, h), the path is a constant plus

d_in·P − d_out·P = −2h cos θ.

The x terms cancel, and the path is shortened by 2h cos θ. For h = 0.025 nm and θ = 6° this is 0.0497 nm, or 0.0497/13.5 = 0.0037 of a wavelength.

Even this small change is mostly harmless. If h and θ are the same over the whole beam, every ray gains the same phase and the image is unchanged. An image error comes from differences across the face. The estimate of 0.025 nm therefore measures a displacement, and the figure error has to be found separately.

**The same 0.1 K from back to front**

EUV light is absorbed at the front of a mirror, so the front tends to be warmer than the back. Take a disc of radius R, measure ζ from its mid-plane towards the front, and let the temperature relative to the mean be

T = ΔTζ/L.

The front is now hotter than the back by ΔT, and the mean rise is zero. Try again for a state without stress. All three normal strains must equal αΔTζ/L, and the shear strain must vanish. The displacements

u_r = (αΔT/L)ζr, u_z = (αΔT/L)(ζ² − r²)/2

meet these conditions. The radial strain ∂u_r/∂r and the hoop strain u_r/r are both αΔTζ/L, and so is ∂u_z/∂ζ. The shear strain is

∂u_r/∂ζ + ∂u_z/∂r = (αΔT/L)(r − r) = 0.

The free disc bends without stress. Its thickness does not change, because u_z has the same value at ζ = +L/2 and ζ = −L/2. The front face, however, becomes convex. Define the bow as the height gained at the centre minus that gained at the rim:

bow = αΔTR²/(2L).

For R = 150 mm,

bow = (5 × 10⁻¹⁰)(150 mm)²/(2 × 50 mm) = 1.125 × 10⁻⁷ mm = 0.1125 nm.

This is 4.5 times the uniform thickening. The ratio is

bow/ΔL = R²/(2L²),

so for equal ΔT the bow is the larger of the two when R exceeds √2 L, which is 71 mm here. Bending wins in a wide disc because a small tilt of each piece of glass adds up over the distance to the rim.

A peak value overstates the typical height error. Over a disc, equal steps in r² cover equal areas, so a height proportional to r² is evenly distributed between its extremes. The root-mean-square deviation of such a distribution is its full range divided by √12, which here gives 0.032 nm. A parabolic bow also acts almost entirely as a change of focal length. Seen along a beam at angle θ, the face is foreshortened by cos θ in one direction, so the two curvatures differ by the fraction 1/cos²θ − 1, which is 0.011 at 6°. Refocusing therefore leaves only a slight astigmatism, about 1% of the 0.032 nm.

**How little heat this takes**

In steady flow from front to back, Fourier's law gives the heat flux q through glass of conductivity k:

q = kΔT/L = (1.3 W/(m K))(0.1 K)/(0.05 m) = 2.6 W/m².

Over the whole face this is 0.18 W. Substituting ΔT = qL/k into the bow gives

bow = αqR²/(2k).

The thickness has cancelled. At fixed flux, a thicker disc has a gentler curvature per kelvin of difference but carries a proportionally larger difference. In this model, thickening the substrate does not reduce the bow; a smaller α or a larger k does.

One can also ask how long a depth difference lasts once the heat is turned off. With both faces insulated, the heat equation ∂T/∂t = D∂²T/∂z² has a slowest non-uniform solution proportional to cos(πz/L), with z measured from the back face. Its slope vanishes at both faces. Two derivatives bring down −(π/L)², so it decays as exp(−t/τ) with

τ = L²/(π²D).

The diffusivity is D = k/(ρc), where ρ is the density and c the heat capacity per unit mass. With ρ = 2200 kg/m³ and c = 770 J/(kg K), D = 0.767 mm²/s and τ = 330 s. This time is for insulated faces. If the front face instead follows the temperature of the surroundings while the back stays insulated, the slowest solution is proportional to cos(πz/(2L)), and the time is four times longer, about 22 minutes. While the surroundings are changing, depth differences then stay a small part of the total change only if the change takes much longer than that time. Once it stops, they fade. With all surfaces insulated, differences across the face fade more slowly than those through the depth, because the decay time grows as the square of the distance and the disc is wider than it is thick.

**A warm centre**

Light may also heat the middle of the face more than the edge. Let the rise T(r) be the same at all depths, and treat the disc as thin, so that σ_z = 0 and the other stresses stand for averages over depth. Radial force balance reads

r dσ_r/dr = σ_θ − σ_r.

Since ε_r = du_r/dr and ε_θ = u_r/r, the strains are linked by

ε_r − ε_θ = r dε_θ/dr.

The elastic law turns the left side into (1 + ν)(σ_r − σ_θ)/E, which by force balance is −(1 + ν)(r/E) dσ_r/dr. On the right, ε_θ = αT + (σ_θ − νσ_r)/E. Multiplying by E/r gives

−(1 + ν) dσ_r/dr = dσ_θ/dr − ν dσ_r/dr + Eα dT/dr.

The terms in ν cancel, leaving

d(σ_r + σ_θ + EαT)/dr = 0, so σ_r + σ_θ = C − EαT.

To find C, use force balance once more: r(σ_r + σ_θ) = d(r²σ_r)/dr. The integral of this from centre to rim vanishes because σ_r = 0 at the free rim. The area average of σ_r + σ_θ is therefore zero, and C = EαT_mean. Inserting the sum in ε_z = αT − ν(σ_r + σ_θ)/E gives the local thickening

δL(r) = αL[(1 + ν)T(r) − νT_mean].

For uniform heating T = T_mean, and the first result returns. For the profile T = ΔT(1 − r²/R²), the average of r²/R² over the disc is 1/2, so T_mean = ΔT/2. At the centre,

δL = 0.025 nm × (1.17 − 0.085) = 0.0271 nm.

At r = 100 mm the rise is 0.0556 K, and δL = 0.0141 nm. The disc is not very thin, so the approximation needs a test. A finite-element solution of the elastic problem, which does not assume a thin disc, gives the same 0.0271 nm and 0.0141 nm. The formula is not meant for the region close to the rim.

The heating is symmetric about the mid-plane, so each face takes half the change. The front face at the centre rises by 0.0065 nm relative to r = 100 mm. Over the same span, from the centre to r = 100 mm, a depth difference of 0.1 K gives 0.050 nm, about eight times more.

**Three effects that remain under uniform heating**

First, the glass may be uneven. If α is larger at the front than at the back by δα, uniform heating produces a linear variation of thermal strain, just as the depth difference did. Replacing αΔT by δαΔT in the bow formula gives

bow = δαΔTR²/(2L).

For δα = 1 ppb/K this is 0.0225 nm. It nearly equals the uniform thickening, and unlike a common shift it changes the shape of the face.

Second, the reflecting multilayer expands more than the glass. Let it have thickness t_f, expansion coefficient α_f and biaxial modulus M_f, the ratio of stress to strain for equal stretching in both in-plane directions. The thick glass prevents the film from taking up its extra strain (α_f − α)ΔT. The film therefore pulls the front of the glass outwards with a force M_f t_f(α_f − α)ΔT per unit width, at a distance L/2 from the mid-plane. A glass plate of biaxial modulus M_s = E/(1 − ν) bent to curvature κ resists with the moment

∫ M_s κζ² dζ = M_s κL³/12,

taken from −L/2 to L/2. Equating the moments gives, for a film much thinner than the glass,

κ = 6M_f t_f(α_f − α)ΔT/(M_s L²).

With the rough values M_f = 200 GPa, t_f = 280 nm, α_f = 5000 ppb/K and M_s = 81.9 GPa, the bow κR²/2 is 0.0092 nm. This is a thin-plate result. In a disc this thick the parabola holds out to about 140 mm, but the edge droops further where the film's pull ends, by roughly 10% more at 1 mm from the rim.

Third, a curved mirror changes its radius of curvature R_c. Near the axis its height is r²/(2R_c). Uniform expansion multiplies R_c by 1 + αΔT, so the height at fixed r changes by −αΔTr²/(2R_c) to first order. For R_c = 1000 mm this is −0.0056 nm at the rim, or −0.0057 nm for a true sphere. On a concave mirror the rim drops relative to the centre, so in the convention used above this is a positive bow.

**Comparison**

All entries use 0.1 K, α = 5 ppb/K, L = 50 mm and R = 150 mm.

- Uniform thickening, free sides: 0.025 nm
- Uniform thickening, rim held rigidly: 0.035 nm
- Bow, front 0.1 K hotter than back: 0.11 nm
- Bow, uniform heating with α uneven by 1 ppb/K: 0.023 nm
- Bow from the coating: 0.009 nm
- Centre against r = 100 mm, warm centre: 0.0065 nm
- Change of sag at the rim: −0.006 nm (a bow of +0.006 nm)

The first two entries are changes of thickness; the others are changes of shape.

**Beside a real mirror**

The parameters are meant for an EUV projection mirror on low-expansion glass, such as silica doped with titania. The material constants are rough typical values, and the disc and its radius of curvature are round choices. The expansion coefficient of such glass passes through zero at some temperature, which can be placed near the temperature of use. With the slope assumed here, 5 ppb/K belongs to a point 5/1.5 ≈ 3.3 K above that zero, so a mirror used closer to it would thicken less than in this example. Shape errors allowed on projection mirrors are roughly 0.1 nm root-mean-square or less. In a flat disc of even glass, the uniform thickening of 0.025 nm uses none of this allowance, because it does not change the shape. The bow from a depth difference of 0.1 K, 0.032 nm root-mean-square, is not negligible if the focus is left unadjusted and several contributions share the allowance. Refocusing removes nearly all of it. The errors that survive refocusing come from heating that is not so regular across the face, which this model does not treat. The assumption that working mirrors break is uniform heating, since a multilayer absorbs roughly a third of the EUV light that falls on it. In this model, 0.18 W flowing from front to back is enough to bow the face by 0.11 nm, 4.5 times the harmless displacement of 0.025 nm. A temperature specification for such a mirror therefore needs at least two numbers, one for the mean temperature and one for the difference between front and back. At α = 5 ppb/K the second is the tighter. The depth bow shrinks in proportion to α, while the bows from uneven glass and from the coating do not. With the values used here, their sum exceeds the depth bow once α is below about 1.4 ppb/K, within about 0.9 K of the zero crossing. The values used here are collected in the numerical output below.

Computed values

```
INPUTS
substrate thickness: 50 mm
disc radius: 150 mm
expansion coefficient: 5.0 ppb/K
temperature rise: 0.1 K
wavelength: 13.5 nm
incidence angle: 6 degrees
Poisson ratio (rough): 0.17
Young modulus (rough): 68 GPa
thermal conductivity (rough): 1.3 W/(m K)
density (rough): 2200 kg/m3
heat capacity (rough): 770 J/(kg K)
slope of alpha (rough): 1.5 ppb/K2
front-back alpha difference: 1.0 ppb/K
ordinary glass alpha (rough): 500 ppb/K
coating thickness (rough): 280 nm
coating biaxial modulus (rough): 200 GPa
coating alpha (rough): 5000 ppb/K
mirror radius of curvature: 1000 mm
UNIFORM HEATING
thermal strain: 5.0e-10
thickening, formula: 0.0250 nm
thickening, finite elements: 0.0250 nm
front-face shift, mid-plane held: 0.0125 nm
growth of disc radius: 0.0750 nm
reflected path change: 0.0497 nm
path change in waves: 0.00368
ordinary glass thickening: 2.50 nm
EFFECTS LEFT OUT
held-rim factor: 1.410
thickening with rim held: 0.0352 nm
bow, 0.1 K front to back: 0.1125 nm
that bow / uniform thickening: 4.50
bow, uneven alpha: 0.0225 nm
radial profile, rise at 100 mm: 0.0556 K
radial profile, centre, formula: 0.0271 nm
same, finite elements: 0.0271 nm
radial profile, r = 100 mm, formula: 0.0141 nm
same, finite elements: 0.0141 nm
glass biaxial modulus: 81.9 GPa
bow from coating: 0.0092 nm
sag change of curved mirror: -0.0056 nm
extra thickening, alpha drift: 0.00038 nm
HEAT FLOW
flux for 0.1 K front to back: 2.60 W/m2
that flux over the whole face: 0.184 W
thermal diffusivity: 0.767 mm2/s
decay time of depth difference: 330 s
```
